\section*{Erf-attenuated repulsion integrals over Gaussians from scaled Boys functions, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: the integral over s-type functions}

\subsection{What dimensions and symmetry already fix}

Take two normalised Gaussian charge clouds, one with exponent $p$ centred at $\mathbf P$ and one with exponent $q$ centred at $\mathbf Q$. Their densities are $(p/\pi)^{3/2} e^{-p|\mathbf r-\mathbf P|^2}$ and the same expression with $q$ and $\mathbf Q$. In atomic units their mutual Coulomb repulsion $W$ is the average of $1/r_{12}$ over both clouds. It therefore depends only on the distribution of the difference vector $\mathbf r_{12} = \mathbf r_1 - \mathbf r_2$.

Each Cartesian component of $\mathbf r_1$ has variance $1/(2p)$, and each component of $\mathbf r_2$ has variance $1/(2q)$. The difference of two independent Gaussian variables is Gaussian, and the variances add. Hence $\mathbf r_{12}$ is distributed as a Gaussian centred at $\mathbf R = \mathbf P - \mathbf Q$, with an exponent $\rho$ given by
\begin{equation}
\frac{1}{\rho} = \frac{1}{p} + \frac{1}{q},
\qquad
\rho = \frac{pq}{p+q} .
\end{equation}
By rotational symmetry $W$ can depend on $\mathbf R$ only through its length $R$. It is an inverse length, and $\sqrt\rho$ is an inverse length, so
\begin{equation}
W = \sqrt{\rho}\, f(T), \qquad T = \rho R^2 ,
\label{eq:dim}
\end{equation}
with $f$ a function of one dimensionless variable.

Now replace $1/r$ by $\operatorname{erf}(\omega r)/r$ with $\omega > 0$. This kernel is the Coulomb potential $\phi$ of a unit Gaussian charge with exponent $\omega^2$. To see this, use the radial Poisson equation, $(r\phi)'' = -4\pi r\, n(r)$, with $r\phi = \operatorname{erf}(\omega r)$:
\begin{equation}
\frac{d^2}{dr^2}\operatorname{erf}(\omega r)
= \frac{d}{dr}\,\frac{2\omega}{\sqrt\pi}\, e^{-\omega^2 r^2}
= -\frac{4\omega^3 r}{\sqrt\pi}\, e^{-\omega^2 r^2}
= -4\pi r \left(\frac{\omega^2}{\pi}\right)^{3/2} e^{-\omega^2 r^2} .
\end{equation}
The potential is finite at the origin and tends to $1/r$ far away, as it must for unit charge.

The attenuated repulsion is thus an ordinary repulsion in which a third independent Gaussian displacement, of variance $1/(2\omega^2)$, has been added to $\mathbf r_{12}$. The exponent $\rho$ is replaced by $\rho'$, where
\begin{equation}
\frac{1}{\rho'} = \frac{1}{\rho} + \frac{1}{\omega^2},
\qquad
\rho' = \frac{\omega^2}{\omega^2+\rho}\,\rho = s\rho,
\qquad
s = \frac{\omega^2}{\omega^2+\rho} .
\label{eq:s}
\end{equation}
Inserting $\rho'$ in (\ref{eq:dim}) gives $W_\omega = \sqrt{s\rho}\, f(sT)$. So $f(T)$ is replaced by $\sqrt s\, f(sT)$. Each derivative with respect to $T$ brings down one more factor $s$:
\begin{equation}
\frac{d^m}{dT^m}\left[\sqrt s\, f(sT)\right] = s^{m+1/2}\, f^{(m)}(sT) .
\end{equation}
This is the form of the answer. It remains to find $f$ and to show that integrals over functions of higher angular momentum are built from these derivatives, with coefficients that do not know $\omega$.

\subsection{Conventions and the statement}

A primitive Cartesian Gaussian with exponent $a$ on centre $\mathbf A$ is
\begin{equation}
\chi_a(\mathbf r) = (x-A_x)^{i}\,(y-A_y)^{j}\,(z-A_z)^{k}\, e^{-a|\mathbf r-\mathbf A|^2} ,
\end{equation}
with non-negative integers $i,j,k$ and no normalisation factor. The functions $\chi_b$, $\chi_c$, $\chi_d$ are defined likewise with exponents $b,c,d$ on $\mathbf B,\mathbf C,\mathbf D$. All functions are real. In chemists' notation the attenuated integral is
\begin{equation}
(ab|cd)_\omega = \iint \chi_a(\mathbf r_1)\chi_b(\mathbf r_1)\,
\frac{\operatorname{erf}(\omega r_{12})}{r_{12}}\,
\chi_c(\mathbf r_2)\chi_d(\mathbf r_2)\, d\mathbf r_1\, d\mathbf r_2 ,
\end{equation}
and $(ab|cd)$ without a subscript is the ordinary one, with $1/r_{12}$. Furthermore
\begin{equation}
p = a+b,\quad q = c+d,\quad
\mathbf P = \frac{a\mathbf A+b\mathbf B}{p},\quad
\mathbf Q = \frac{c\mathbf C+d\mathbf D}{q},\quad
F_m(T) = \int_0^1 t^{2m} e^{-Tt^2}\, dt .
\end{equation}
The $F_m$ are the Boys functions. The statement to be shown is
\begin{equation}
(ab|cd) = \sum_m C_m F_m(T)
\quad\Longrightarrow\quad
(ab|cd)_\omega = \sum_m C_m\, s^{m+1/2} F_m(sT) ,
\label{eq:claim}
\end{equation}
where the $C_m$ are the coefficients obtained by differentiating the s-type integral with respect to $\mathbf P$ and $\mathbf Q$. This qualification matters, because the $F_m$ are linked by a relation that allows the same integral to be written in other ways. The second half returns to it.

\subsection{The product of two Gaussians}

For s-type functions the product $\chi_a\chi_b$ has the exponent $a|\mathbf r-\mathbf A|^2 + b|\mathbf r-\mathbf B|^2$. Expanding and completing the square gives
\begin{align}
a|\mathbf r-\mathbf A|^2 + b|\mathbf r-\mathbf B|^2
&= p r^2 - 2\mathbf r\cdot(a\mathbf A+b\mathbf B) + aA^2 + bB^2 \nonumber\\
&= p|\mathbf r-\mathbf P|^2 + aA^2 + bB^2 - pP^2 .
\end{align}
The constant is simplified by putting everything over $p = a+b$:
\begin{align}
aA^2+bB^2-pP^2
&= \frac{(a+b)(aA^2+bB^2) - |a\mathbf A+b\mathbf B|^2}{p} \nonumber\\
&= \frac{ab\,(A^2+B^2-2\mathbf A\cdot\mathbf B)}{p}
= \frac{ab}{p}\,|\mathbf A-\mathbf B|^2 .
\end{align}
Therefore
\begin{equation}
\chi_a\chi_b = K_{AB}\, e^{-p|\mathbf r-\mathbf P|^2},
\qquad
K_{AB} = e^{-(ab/p)|\mathbf A-\mathbf B|^2} ,
\label{eq:product}
\end{equation}
and in the same way $\chi_c\chi_d = K_{CD}\, e^{-q|\mathbf r-\mathbf Q|^2}$.

\subsection{The kernel as a truncated Gaussian integral}

The error function is $\operatorname{erf}(z) = (2/\sqrt\pi)\int_0^z e^{-v^2} dv$. With $z = \omega r$ and $v = ur$, so that $dv = r\,du$, the factor $r$ cancels the denominator:
\begin{equation}
\frac{\operatorname{erf}(\omega r)}{r} = \frac{2}{\sqrt\pi}\int_0^{\omega} e^{-u^2r^2}\, du .
\label{eq:kernel}
\end{equation}
For $\omega\to\infty$ the right side becomes $1/r$. The Coulomb kernel is a superposition of Gaussians of all ranges $1/u$. Attenuation discards those with range shorter than $1/\omega$ and leaves the others untouched.

\subsection{Two clouds and one Gaussian interaction}

The spatial integral needed for each $u$ is
\begin{equation}
J(u) = \iint e^{-p|\mathbf r_1-\mathbf P|^2 - q|\mathbf r_2-\mathbf Q|^2 - u^2r_{12}^2}\, d\mathbf r_1\, d\mathbf r_2 = I_x I_y I_z ,
\end{equation}
which factorises because the exponent is a sum over Cartesian components. For the $x$ component write $X = P_x-Q_x$ and use the new variables $\xi = x_1-x_2$ and $y = x_2-Q_x$, whose Jacobian is one. With $\eta = \xi - X$ one has $x_1-P_x = y+\eta$, and
\begin{align}
p(y+\eta)^2 + q y^2
&= (p+q)y^2 + 2p\eta y + p\eta^2 \nonumber\\
&= (p+q)\left(y+\frac{p\eta}{p+q}\right)^2 + \left(p-\frac{p^2}{p+q}\right)\eta^2 .
\end{align}
The last bracket equals $pq/(p+q) = \rho$. This is the addition of variances used at the start, now by explicit algebra. Integration over $y$ gives $\sqrt{\pi/(p+q)}$, so
\begin{equation}
I_x = \sqrt{\frac{\pi}{p+q}}\int_{-\infty}^{\infty} e^{-\rho(\xi-X)^2-u^2\xi^2}\, d\xi .
\end{equation}
The integrand is a product of two one-dimensional Gaussians, with exponents $\rho$ at $X$ and $u^2$ at $0$. The square is completed as in (\ref{eq:product}), and the remaining integral is $\sqrt{\pi/(\rho+u^2)}$:
\begin{equation}
I_x = \frac{\pi}{\sqrt{(p+q)(\rho+u^2)}}\; e^{-\rho u^2X^2/(\rho+u^2)}
= \frac{\pi}{\sqrt{pq}}\sqrt{\frac{\rho}{\rho+u^2}}\; e^{-\rho u^2X^2/(\rho+u^2)} ,
\end{equation}
where $p+q = pq/\rho$ was used. Multiplying the three components gives
\begin{equation}
J(u) = \left(\frac{\pi^2}{pq}\right)^{3/2}\left(\frac{\rho}{\rho+u^2}\right)^{3/2}
\exp\left(-\frac{\rho u^2R^2}{\rho+u^2}\right) .
\label{eq:J}
\end{equation}

\subsection{The substitution that produces $s$}

By (\ref{eq:product}) and (\ref{eq:kernel}), $(ss|ss)_\omega = K_{AB}K_{CD}\,(2/\sqrt\pi)\int_0^\omega J(u)\,du$. The order of integration may be changed because the integrand is positive. Put
\begin{equation}
t = \frac{u}{\sqrt{\rho+u^2}},
\qquad
\frac{dt}{du} = \frac{1}{\sqrt{\rho+u^2}} - \frac{u^2}{(\rho+u^2)^{3/2}} = \frac{\rho}{(\rho+u^2)^{3/2}} .
\end{equation}
The algebraic factor in (\ref{eq:J}) then becomes a constant, since
\begin{equation}
\left(\frac{\rho}{\rho+u^2}\right)^{3/2}du = \sqrt\rho\;\frac{\rho\, du}{(\rho+u^2)^{3/2}} = \sqrt\rho\, dt ,
\end{equation}
and the exponent becomes $-\rho R^2t^2 = -Tt^2$. The lower limit stays at zero. The upper limit $u=\omega$ goes to $t = \omega/\sqrt{\rho+\omega^2} = \sqrt s$. The constants combine to
\begin{equation}
\mathcal N = \frac{2}{\sqrt\pi}\,\frac{\pi^3}{(pq)^{3/2}}\,\sqrt{\frac{pq}{p+q}} = \frac{2\pi^{5/2}}{pq\sqrt{p+q}} ,
\end{equation}
and the result is
\begin{equation}
(ss|ss)_\omega = \mathcal N K_{AB}K_{CD}\int_0^{\sqrt s} e^{-Tt^2}\, dt .
\label{eq:ssss}
\end{equation}
For the Coulomb kernel $s=1$ and the integral is $F_0(T)$. The whole effect of the attenuation is to lower the upper limit from $1$ to $\sqrt s$.

\subsection{The functions $G_m$}

Define, for all $m\ge 0$,
\begin{equation}
G_m(T) = \int_0^{\sqrt s} t^{2m} e^{-Tt^2}\, dt .
\end{equation}
The substitution $t = \sqrt s\, v$ gives $t^{2m} = s^m v^{2m}$ and $dt = \sqrt s\, dv$, and restores the upper limit $1$:
\begin{equation}
G_m(T) = s^{m+1/2}\int_0^1 v^{2m} e^{-sTv^2}\, dv = s^{m+1/2} F_m(sT) .
\label{eq:G}
\end{equation}
Differentiation under the integral sign, at fixed $s$, brings down $-t^2$:
\begin{equation}
\frac{dG_m}{dT} = -G_{m+1} .
\label{eq:ladder}
\end{equation}
For $s=1$ this is the familiar $dF_m/dT = -F_{m+1}$. The two families thus share the same ladder of derivatives.

\subsection{Limits}

For $\omega\to\infty$ one has $s\to1$ and $G_m\to F_m$.

For small $\omega$, that is strong attenuation, $\omega^2\ll\rho$ and $\omega R\ll1$, one has $\sqrt s\approx\omega/\sqrt\rho$ and $sT\ll1$, so $G_0\approx\omega/\sqrt\rho$ and
\begin{equation}
(ss|ss)_\omega \approx \frac{2\omega}{\sqrt\pi}\; K_{AB}\left(\frac{\pi}{p}\right)^{3/2} K_{CD}\left(\frac{\pi}{q}\right)^{3/2} .
\end{equation}
The last two pairs of factors are the total charges of the two products. The kernel is then nearly constant over both clouds, with the value $2\omega/\sqrt\pi$ that it has at $r=0$.

For distant clouds, $sT\gg1$, the upper limits may be replaced by infinity. Both $F_0(T)$ and $G_0(T)$ tend to $\tfrac12\sqrt{\pi/T}$, and the long-range repulsion is intact. The short-range remainder obeys
\begin{equation}
0 \le F_0(T)-G_0(T) = \int_{\sqrt s}^1 e^{-Tt^2}\, dt \le (1-\sqrt s)\, e^{-sT} ,
\end{equation}
because $e^{-Tt^2}$ is largest at the lower limit. Since $sT = \rho'R^2$, this bound falls off as $e^{-\omega^2R^2}$ for compact clouds ($\rho\gg\omega^2$), but as $e^{-\rho R^2}$ for diffuse ones ($\rho\ll\omega^2$).

\subsection{Numbers for one quartet}

Take the exponents $a=1.8$, $b=1.2$, $c=0.9$, $d=0.6$ (in bohr$^{-2}$) and $\omega=0.5$ bohr$^{-1}$. Then $p=3$, $q=1.5$, $\rho=4.5/4.5=1$ bohr$^{-2}$ and $s=0.25/1.25=0.2$. The centres are $\mathbf A=(0,0,0)$, $\mathbf B=(0.5,-0.2,0.3)$, $\mathbf C=(1.4,0.6,-0.4)$ and $\mathbf D=(1.7,0.3,0.6)$ bohr, so that $|\mathbf A-\mathbf B|^2=0.38$ and $|\mathbf C-\mathbf D|^2=1.18$ bohr$^2$, $\mathbf P=(0.20,-0.08,0.12)$ and $\mathbf Q=(1.52,0.48,0)$ bohr. Hence $\mathbf R=(-1.32,-0.56,0.12)$ bohr, $T=2.0704$ and $sT=0.41408$.

The common factor is
\begin{equation}
\mathcal N K_{AB}K_{CD} = 3.66510\times0.760636\times0.653901 = 1.82295\ \text{bohr}^5 .
\end{equation}
With $F_0(T)=0.590128$ the ordinary integral is $1.07577$ bohr$^5$. With $F_0(sT)=0.877557$,
\begin{equation}
G_0 = \sqrt{0.2}\times0.877557 = 0.392455,
\qquad
(ss|ss)_\omega = 1.82295\times0.392455 = 0.71543\ \text{bohr}^5 .
\end{equation}
A six-dimensional quadrature of the defining integral gives the same value. So does the ordinary Coulomb formula when the second cloud keeps its charge but is broadened from $q=1.5$ to $(1/q+1/\omega^2)^{-1}=0.2143$ bohr$^{-2}$, which is the picture from which the argument began.

\section{Second half: angular momentum, conditions and a molecule}

\subsection{Symbols and results carried over}

The products of primitive Gaussians have total exponents $p=a+b$ and $q=c+d$ and centres $\mathbf P$ and $\mathbf Q$, with $\mathbf R=\mathbf P-\mathbf Q$ and $X=R_x$. Further, $\rho=pq/(p+q)$, $T=\rho R^2$ and $s=\omega^2/(\omega^2+\rho)$. For s-type functions
\begin{equation}
(ss|ss)_\omega = \mathcal N K_{AB}K_{CD}\, G_0(T),
\qquad
\mathcal N = \frac{2\pi^{5/2}}{pq\sqrt{p+q}} ,
\label{eq:start}
\end{equation}
where $K_{AB}$ and $K_{CD}$ are the constant factors of the two Gaussian products, and
\begin{equation}
G_m(T) = \int_0^{\sqrt s} t^{2m}e^{-Tt^2}\, dt = s^{m+1/2}F_m(sT),
\qquad
\frac{dG_m}{dT} = -G_{m+1} .
\label{eq:Gagain}
\end{equation}
The Coulomb case is $s=1$, in which $G_m$ is the Boys function $F_m$.

For s-type functions, the attenuation replaces $F_0(T)$ by $G_0(T)=\sqrt s\,F_0(sT)$, and the $G_m$ obey the same derivative ladder as the $F_m$. It remains to show that integrals over functions of higher angular momentum are built from these derivatives with coefficients independent of $\omega$, and to settle the conditions under which the replacement rule may be used.

Numerical values quoted here were computed with a short program.
